**Slab-fit surface energy and the drift caused by an inconsistent bulk reference**

For insulating, nonpolar slabs of $N$ layers, the energy per lateral cell of area $A$ is $E(N)=Ne+2A\gamma$ plus a remainder that vanishes for thick slabs (exponentially in the model used here), where $e$ is the layer energy and $\gamma$ the surface energy. A separate bulk energy $e+\delta$ makes the direct estimate of $\gamma$ drift by $-\delta/(2A)$ per layer. The program diagonalizes slabs and bulk cells of a two-species cubic hopping model, and asserts that the fitted slope and intercept agree with separately evaluated closed forms. It also asserts the decay rate of the remainder, the drifts predicted from bulk calculations alone, and the absence of drift for a matched bulk mesh. Simulated random errors are compared with the formulas for the spread of the intercept, and a numerical minimization is compared with the depolarization energy of a linear polar film. The output gives $\gamma=0.305$ J/m² on the $4\times4$ slab mesh and 0.304 J/m² on the $12\times12$ mesh. At 40 layers, the direct estimate falls to 0.289 J/m² with a $6\times6\times6$ bulk mesh and to 0.147 J/m² with a $4\times4\times2$ mesh.

## Program and output

```python
"""
Result under test: for insulating nonpolar slabs of N layers,
    E(N) = N*e + 2*A*gamma + (exponentially small remainder),
so gamma follows from the intercept. A separate bulk energy e + delta makes
the direct estimate (E(N) - N*e_bulk)/(2*A) drift by -delta/(2*A) per layer.

Model: cubic lattice of two alternating species, site energies +D and -D,
nearest-neighbour hopping -t, two electrons per filled level, half filling.
The lateral cell holds two sites per layer and has area A = 2*d**2.
w = in-plane hopping energy; s(x) = sqrt(D**2 + x**2).
Slabs and bulk crystals are diagonalized explicitly; closed forms are
evaluated separately and compared with them.
"""
import numpy as np
from scipy.constants import e as e_charge, epsilon_0
from scipy.optimize import minimize_scalar

t = 1.0        # eV
D = 2.5        # eV
d = 2.5        # angstrom
A = 2 * d**2   # angstrom^2
TO_SI = e_charge / 1e-20   # eV/angstrom^2 -> J/m^2


def inplane_w(n):
    """In-plane hopping energies on an n x n mesh of the two-site cell."""
    u = 2 * np.pi * np.arange(n) / n
    U, V = np.meshgrid(u, u, indexing="ij")
    kx, ky = (U + V) / 2, (U - V) / 2
    return (-2 * t * (np.cos(kx) + np.cos(ky))).ravel()


def slab_energy(N, w):
    """Mean band energy per lateral cell from explicit slab matrices."""
    w = np.atleast_1d(w)
    H = np.zeros((len(w), 2 * N, 2 * N))
    for layer in range(N):
        a, b = 2 * layer, 2 * layer + 1
        sign = (-1) ** layer
        H[:, a, a], H[:, b, b] = sign * D, -sign * D
        H[:, a, b] = H[:, b, a] = w
        if layer + 1 < N:
            for i in (a, b):
                H[:, i, i + 2] = H[:, i + 2, i] = -t
    levels = np.linalg.eigvalsh(H)
    return 2 * levels[:, :N].sum(axis=1).mean()


def bulk_energy(n, nz):
    """Bulk band energy per layer, two-layer cell, n x n x nz mesh."""
    w = inplane_w(n)
    total = 0.0
    for phase in 2 * np.pi * np.arange(nz) / nz:
        H = np.zeros((len(w), 4, 4), dtype=complex)
        H[:, 0, 0] = H[:, 3, 3] = D
        H[:, 1, 1] = H[:, 2, 2] = -D
        H[:, 0, 1] = H[:, 1, 0] = w
        H[:, 2, 3] = H[:, 3, 2] = w
        hop = -t * (1 + np.exp(-1j * phase))
        for i in (0, 1):
            H[:, i, i + 2] = hop
            H[:, i + 2, i] = np.conj(hop)
        total += 2 * np.linalg.eigvalsh(H)[:, :2].sum(axis=1).mean()
    return total / nz / 2


def s(x):
    return np.sqrt(D**2 + x**2)


def closed_form(w):
    """Layer energy and intercept for each w from the derived formulas."""
    w = np.atleast_1d(w)
    theta = 2 * np.pi * np.arange(200) / 200
    mean_s = s(w[:, None] - 2 * t * np.cos(theta)).mean(axis=1)
    return -2 * mean_s, s(w - 2 * t) + s(w + 2 * t) - 2 * mean_s


# Linear fit of slab energies, compared with the closed form.
w4 = inplane_w(4)
N_fit = np.arange(6, 21, 2)
E_fit = np.array([slab_energy(N, w4) for N in N_fit])
slope, intercept = np.polyfit(N_fit, E_fit, 1)
gamma = intercept / (2 * A)
e_k, I_k = closed_form(w4)
assert abs(slope - e_k.mean()) < 1e-6
assert abs(intercept - I_k.mean()) < 1e-5
assert np.all(I_k > 0)

# Thin slabs bias the intercept.
N_thin = np.array([1, 2, 3])
E_thin = np.array([slab_energy(N, w4) for N in N_thin])
I_thin = np.polyfit(N_thin, E_thin, 1)[1]
assert abs(I_thin - I_k.mean()) > 10 * abs(intercept - I_k.mean())

# Decay of the remainder at w = 0, where it is slowest.
kappa = np.arcsinh(D / (2 * t))
e0, I0 = (x[0] for x in closed_form(0.0))
R = {N: slab_energy(N, 0.0) - N * e0 - I0 for N in (2, 4, 6, 7)}
decay = abs(R[7] / R[6]) * np.sqrt(8 / 7)
assert abs(decay / np.exp(-2 * kappa) - 1) < 0.03
w_scan = np.linspace(-4 * t, 4 * t, 401)
rates = np.abs(np.arccos((w_scan + 1j * D) / (2 * t)).imag)
assert abs(rates.min() - kappa) < 1e-10

# Three bulk references; delta is obtained from bulk calculations only.
e_match = bulk_energy(4, 12)
e_dense = bulk_energy(6, 6)
e_coarse = bulk_energy(4, 2)
e_limit = closed_form(inplane_w(24))[0].mean()
assert abs(e_match - slope) < 1e-6
assert abs(e_dense - e_limit) < abs(e_match - e_limit)
N_all = np.append(N_fit, 40)
E_all = np.append(E_fit, slab_energy(40, w4))


def direct(e_bulk):
    return (E_all - N_all * e_bulk) / (2 * A)


g_match, g_dense, g_coarse = map(direct, (e_match, e_dense, e_coarse))
drifts = []
for g, e_b in ((g_dense, e_dense), (g_coarse, e_coarse)):
    delta = e_b - e_match
    assert abs(delta) > 1e-4
    drift = np.polyfit(N_all, g, 1)[0]
    assert abs(drift / (-delta / (2 * A)) - 1) < 2e-3
    error_ratio = (g[-1] - gamma) / (g[-2] - gamma)
    assert abs(error_ratio - 2) < 0.01
    drifts.append(drift)
assert np.max(np.abs(g_match - gamma)) < 1e-6

# Slabs on a denser mesh give the converged surface energy.
N12 = np.arange(6, 13, 2)
E12 = [slab_energy(N, inplane_w(12)) for N in N12]
gamma12 = np.polyfit(N12, E12, 1)[1] / (2 * A)
gamma_limit = closed_form(inplane_w(24))[1].mean() / (2 * A)
assert abs(gamma12 - gamma_limit) < 1e-6

# Independent energy errors: simulated spread against the formulas.
sigma = 1e-3
rng = np.random.default_rng(7)
noise = rng.normal(0, sigma, (len(N_fit), 40000))
sd_fit_mc = np.polyfit(N_fit, E_fit[:, None] + noise, 1)[1].std()
S = np.sum((N_fit - N_fit.mean()) ** 2)
sd_fit = sigma * np.sqrt(1 / len(N_fit) + N_fit.mean() ** 2 / S)
assert abs(sd_fit_mc / sd_fit - 1) < 0.025
pair = rng.normal(0, sigma, (2, 40000))
sd_pair_mc = np.polyfit([19, 20], pair, 1)[1].std()
sd_pair = sigma * np.sqrt(20**2 + 19**2)
assert abs(sd_pair_mc / sd_pair - 1) < 0.025

# Polar film at zero displacement field: minimize over polarization.
P_s, eps_r = 0.1, 30.0
scale = P_s**2 / (2 * epsilon_0)


def polar_cost(p):
    """Energy density over scale; p = polarization / P_s, field = -P/eps0."""
    return (p - 1) ** 2 / (eps_r - 1) + p**2


u_min = scale * minimize_scalar(polar_cost).fun
u_formula = P_s**2 / (2 * epsilon_0 * eps_r)
assert abs(u_min / u_formula - 1) < 1e-6
polar_layer = u_min * A * d * 1e-30 / e_charge
polar_drift = u_min * d * 1e-10 / 2

print(f"hopping t = {t:.1f} eV, site energy D = {D:.1f} eV")
print(f"site spacing d = {d:.1f} angstrom, cell area A = {A:.1f} angstrom^2")
print("slab mesh 4x4; energies per lateral cell")
print("N, E(N) [eV], then direct gamma [J/m^2] with bulk mesh")
print("               4x4x12     6x6x6      4x4x2")
for row in zip(N_all, E_all, g_match, g_dense, g_coarse):
    g3 = "  ".join(f"{x * TO_SI:9.5f}" for x in row[2:])
    print(f"{row[0]:3d} {row[1]:12.6f}  {g3}")
print(f"fit over N = {N_fit[0]} to {N_fit[-1]} in steps of 2:")
print(f"  slope = {slope:.6f} eV per layer")
print(f"  intercept = {intercept:.6f} eV")
print(f"  closed-form intercept, 4x4 = {I_k.mean():.6f} eV")
print(f"  gamma = {gamma:.6f} eV/angstrom^2 = {gamma * TO_SI:.5f} J/m^2")
print(f"intercept from N = 1,2,3: {I_thin:.6f} eV")
print(f"bulk energy per layer, 4x4x12: {e_match:.6f} eV")
print(f"bulk energy per layer, 6x6x6:  {e_dense:.6f} eV")
print(f"bulk energy per layer, 4x4x2:  {e_coarse:.6f} eV")
print(f"bulk energy per layer, converged: {e_limit:.6f} eV")
print(f"delta, 6x6x6: {1e3 * (e_dense - e_match):.4f} meV per layer")
print(f"delta, 4x4x2: {1e3 * (e_coarse - e_match):.4f} meV per layer")
print(f"gamma drift, 6x6x6: {drifts[0] * TO_SI:.6f} J/m^2 per layer")
print(f"gamma drift, 4x4x2: {drifts[1] * TO_SI:.6f} J/m^2 per layer")
print(f"gamma from 12x12 slabs: {gamma12 * TO_SI:.5f} J/m^2")
print(f"gamma closed form, 24x24: {gamma_limit * TO_SI:.5f} J/m^2")
print(f"decay constant kappa at w=0: {kappa:.4f} (dimensionless)")
print(f"remainder factor per layer exp(-2 kappa): {np.exp(-2*kappa):.4f}")
print(f"same factor from slabs N=6,7: {decay:.4f}")
for N in (2, 4, 6):
    print(f"remainder at w=0, N={N}: {R[N]:.3e} eV")
print(f"assumed random error per slab energy: {1e3 * sigma:.1f} meV")
print(f"intercept spread, fit: formula {1e3 * sd_fit:.3f} meV, "
      f"simulated {1e3 * sd_fit_mc:.3f} meV")
print(f"intercept spread, N=19,20 only: formula {1e3 * sd_pair:.2f} meV, "
      f"simulated {1e3 * sd_pair_mc:.2f} meV")
print(f"polar film: P_s = {P_s:.1f} C/m^2, eps_r = {eps_r:.0f}")
print(f"polar energy density: {u_min:.4e} J/m^3")
print(f"polar energy per layer and cell: {1e3 * polar_layer:.3f} meV")
print(f"polar drift of gamma: {polar_drift:.6f} J/m^2 per layer")
print("OK")
```

Output:

```
hopping t = 1.0 eV, site energy D = 2.5 eV
site spacing d = 2.5 angstrom, cell area A = 12.5 angstrom^2
slab mesh 4x4; energies per lateral cell
N, E(N) [eV], then direct gamma [J/m^2] with bulk mesh
               4x4x12     6x6x6      4x4x2
  6   -40.046198    0.30505    0.30271    0.28133
  8   -53.553596    0.30505    0.30193    0.27342
 10   -67.060994    0.30505    0.30115    0.26552
 12   -80.568392    0.30505    0.30037    0.25761
 14   -94.075790    0.30505    0.29959    0.24970
 16  -107.583188    0.30505    0.29881    0.24179
 18  -121.090586    0.30505    0.29803    0.23389
 20  -134.597984    0.30505    0.29725    0.22598
 40  -269.671966    0.30505    0.28945    0.14690
fit over N = 6 to 20 in steps of 2:
  slope = -6.753699 eV per layer
  intercept = 0.475997 eV
  closed-form intercept, 4x4 = 0.475997 eV
  gamma = 0.019040 eV/angstrom^2 = 0.30505 J/m^2
intercept from N = 1,2,3: 0.491921 eV
bulk energy per layer, 4x4x12: -6.753699 eV
bulk energy per layer, 6x6x6:  -6.753090 eV
bulk energy per layer, 4x4x2:  -6.747530 eV
bulk energy per layer, converged: -6.753078 eV
delta, 6x6x6: 0.6087 meV per layer
delta, 4x4x2: 6.1693 meV per layer
gamma drift, 6x6x6: -0.000390 J/m^2 per layer
gamma drift, 4x4x2: -0.003954 J/m^2 per layer
gamma from 12x12 slabs: 0.30425 J/m^2
gamma closed form, 24x24: 0.30425 J/m^2
decay constant kappa at w=0: 1.0476 (dimensionless)
remainder factor per layer exp(-2 kappa): 0.1230
same factor from slabs N=6,7: 0.1221
remainder at w=0, N=2: -3.962e-03 eV
remainder at w=0, N=4: -4.372e-05 eV
remainder at w=0, N=6: -5.459e-07 eV
assumed random error per slab energy: 1.0 meV
intercept spread, fit: formula 1.063 meV, simulated 1.060 meV
intercept spread, N=19,20 only: formula 27.59 meV, simulated 27.71 meV
polar film: P_s = 0.1 C/m^2, eps_r = 30
polar energy density: 1.8823e+07 J/m^3
polar energy per layer and cell: 3.671 meV
polar drift of gamma: 0.002353 J/m^2 per layer
OK
```
